# Why a one-layer shift of a silicon interface reverses Dresselhaus coupling

**Q.** I am told that if the (001) interface above my quantum dot sits one atomic layer higher, one spin-orbit coefficient changes sign and the other does not. A layer is 0.136 nm thick. What can such a small shift do?

**A.** The thickness is not what matters. The shift changes the direction of the bonds that the interface cuts.

Take $x=[100]$, $y=[010]$, and $z$ outward, towards the oxide. Silicon has two interpenetrating face-centred cubic sublattices. In units of $a/4$, an atom of sublattice A has upward bonds $(1,1,1)$ and $(-1,-1,1)$. Seen from above they lie along $[110]$. Each B atom sees its bonds to A reversed, so its upward bonds are $(1,-1,1)$ and $(-1,1,1)$, which lie along $[1\bar10]$. The layers alternate A, B, A, B. If the crystal ends on A, the cut bonds lie along $[110]$. One layer higher, they lie along $[1\bar10]$.

**Q.** So the second interface is the first one turned by 90°?

**A.** Yes, and the turn belongs to a symmetry of the bulk. Let $R(x,y,z)=(-y,x,z)$ be the 90° rotation, and define

$$S:\ \mathbf r\to R\mathbf r+\tfrac a4(1,1,1).$$

$R$ maps the A lattice onto itself, and the translation then carries it onto B. For B, the atom at $\frac a4(1,1,1)$ goes to $\frac a4(-1,1,1)+\frac a4(1,1,1)=\frac a2(0,1,1)$, which is an A site. Bulk silicon is therefore unchanged, while a crystal ending at height $z_0$ becomes one ending at $z_0+a/4$.

I assume an ordered, unstrained, step-free interface, with the same chemical termination relative to the local bonds in both positions. If the oxide side has a crystalline structure, it turns too.

The gate field presses the electron upward through the potential energy $-eFz$, with $F>0$ denoting its strength. Under $S$ this becomes $-eF(z-a/4)=-eFz+eFa/4$. If the field is the same in both cases, the two Hamiltonians obey

$$H'=SHS^{\dagger}-eFa/4 .$$

At $F=0.2$ MV/cm, or 20 mV/nm, the constant is $20\times0.1358=2.7$ meV. It moves all levels together and has no effect on spin. The far side of the silicon must be too distant for the electron to feel it, because I have not moved that side.

**Q.** What are the two coefficients, exactly?

**A.** They describe the terms linear in the in-plane wave vector $\mathbf k$ within one of the two valleys at $k_z=\pm k_0$. Symmetry fixes their form. I assume that the interface has a twofold axis along $z$ and two vertical mirror planes, as the ideal cut crystal does.

The twofold rotation reverses $\mathbf k$, $\sigma_x$ and $\sigma_y$, but not $\sigma_z$. It forbids $k_i$ alone and $k_i\sigma_z$. For the mirrors, use axes along the bonds:

$$k_u=\frac{k_x+k_y}{\sqrt2},\qquad k_v=\frac{k_x-k_y}{\sqrt2},$$

and likewise for $\sigma_u,\sigma_v$. The mirror containing $u$ and $z$ reverses $k_v$. Spin is an axial vector, so the same mirror reverses $\sigma_u$ and keeps $\sigma_v$. The products that survive are $k_u\sigma_v$ and $k_v\sigma_u$:

$$h=A\,k_u\sigma_v+B\,k_v\sigma_u .$$

Multiplying out,

$$k_u\sigma_v=\tfrac12(k_x\sigma_x-k_x\sigma_y+k_y\sigma_x-k_y\sigma_y),$$

$$k_v\sigma_u=\tfrac12(k_x\sigma_x+k_x\sigma_y-k_y\sigma_x-k_y\sigma_y).$$

Collecting terms gives

$$h(\mathbf k)=\alpha(k_x\sigma_y-k_y\sigma_x)+\beta(k_x\sigma_x-k_y\sigma_y),$$

with $\alpha=(B-A)/2$ and $\beta=(A+B)/2$. The first term is the Rashba term and the second the Dresselhaus term.

These operations do not exchange the valleys. Time reversal does, and it also reverses both $\mathbf k$ and $\boldsymbol\sigma$. Their products keep their sign, so both valleys have the same $\alpha$ and $\beta$. These are the intravalley coefficients.

**Q.** Now turn the interface.

**A.** The operation $S$ also rotates the spin, through $U=e^{-i\pi\sigma_z/4}$:

$$U\sigma_xU^\dagger=\sigma_y,\qquad U\sigma_yU^\dagger=-\sigma_x .$$

A state with wave vector $\mathbf k$ at the new interface comes from one with $R^{-1}\mathbf k=(k_y,-k_x)$ at the old interface. Apart from the constant energy,

$$h'(\mathbf k)=U\,h(k_y,-k_x)\,U^\dagger .$$

Inserting the wave vector first,

$$h(k_y,-k_x)=\alpha(k_y\sigma_y+k_x\sigma_x)+\beta(k_y\sigma_x+k_x\sigma_y).$$

Then rotating the spins,

$$h'(\mathbf k)=\alpha(k_x\sigma_y-k_y\sigma_x)-\beta(k_x\sigma_x-k_y\sigma_y).$$

Hence $\alpha'=\alpha$ and $\beta'=-\beta$.

The Rashba term locks the spin at right angles to $\mathbf k$ in the same sense for every direction. It needs a difference between up and down, but no preferred direction in the plane. The Dresselhaus term is tied to in-plane axes, and a quarter turn of those axes reverses it. For this reason the sign of $\beta$ has meaning only with the crystal axes held fixed. Relabelling the axes by a quarter turn also changes the sign, but moves no energy level.

**Q.** Can I see the reversal without knowing the sign convention?

**A.** Yes, in the anisotropy of the spin splitting. Write $h=\Omega_x\sigma_x+\Omega_y\sigma_y$, with $\Omega_x=\beta k_x-\alpha k_y$ and $\Omega_y=\alpha k_x-\beta k_y$. The levels are $\pm|\boldsymbol\Omega|$. With $k_x=k\cos\varphi$ and $k_y=k\sin\varphi$,

$$|\boldsymbol\Omega|^2=(\alpha^2+\beta^2)k^2-4\alpha\beta k_xk_y=k^2(\alpha^2+\beta^2-2\alpha\beta\sin2\varphi).$$

The splitting is $2k|\alpha-\beta|$ along $[110]$ and $2k|\alpha+\beta|$ along $[1\bar10]$. Reversing $\beta$ exchanges the two. If either coefficient vanishes, the anisotropy vanishes, and this measurement no longer shows the reversal.

**Q.** How large are the coefficients?

**A.** I can give values for a model interface. It is a nearest-neighbour sp³d⁵s\* tight-binding crystal with spin-orbit coupling, 96 layers or 13.0 nm thick, at $F=0.2$ MV/cm. Its gap is 1.13 eV, and its longitudinal and transverse masses are 0.89 and 0.20 electron masses. The cut bonds are removed from the gap by raising their hybrid orbitals by 30 eV. To first order in $\mathbf k$, degenerate perturbation theory gives the coefficients from $\partial H/\partial\mathbf k$ projected on the states at $\mathbf k=0$. The symmetry rule is not used.

| Layers moved | $\alpha$ (µeV nm) | $\beta$ (µeV nm) |
|---|---|---|
| 0 | 0.863 | 2.945 |
| 1 | 0.863 | −2.945 |
| 2 | 0.863 | 2.945 |

The second shift restores the original bond direction, and with it the original sign.

**Q.** My electron occupies the lower valley state, which mixes the two valleys. Does it have $\beta=2.9$ µeV nm?

**A.** No. The intravalley value is not what a single valley eigenstate shows. The interface couples the valleys through an energy $\Delta=|\Delta|e^{i\phi}$, so the eigenstates are

$$|s\rangle=\frac{|+\rangle+s\,e^{-i\phi}|-\rangle}{\sqrt2},\qquad E_s=s|\Delta|,\quad s=\pm1 .$$

There is also an intervalley Dresselhaus element $b$ between $|+\rangle$ and $|-\rangle$. Taking the expectation value,

$$\beta_s=\tfrac12\left(2\beta+s\,b\,e^{-i\phi}+s\,b^*e^{i\phi}\right)=\beta+s\,\mathrm{Re}(b\,e^{-i\phi}).$$

In the model, $\beta_-=35.86$ and $\beta_+=-29.97$ µeV nm. Their mean is $(35.86-29.97)/2=2.94$ µeV nm, the intravalley value up to rounding. Half their difference, $(-29.97-35.86)/2=-32.9$ µeV nm, is the intervalley part, which dominates here. The corresponding Rashba values are 0.550 and 1.176 µeV nm, with mean 0.863 µeV nm.

**Q.** Does the large intervalley part also reverse?

**A.** Its contribution to each eigenstate does, but the element $b$ itself also acquires a phase. Apply $S$ twice. The result is a twofold rotation followed by a translation by the lattice vector $\frac a2(0,1,1)$. The orbital part of the valley Bloch state at $+k_0$ is even under the twofold rotation, and the translation multiplies it by $e^{-ik_0a/2}$. If $S\psi_\pm=\eta_\pm\psi_\pm$, then

$$\eta_+^2=e^{-ik_0a/2},\qquad \eta_-=\eta_+^* .$$

The basis states are an envelope times $\psi_\pm$. Moving the envelope with the interface while keeping the Bloch states fixed in the crystal gives $|\pm\rangle'=\eta_\pm^*S|\pm\rangle$. Apart from the common energy,

$$\langle+|'H'|-\rangle'=\eta_+\eta_-^*\langle+|H|-\rangle=\eta_+^2\langle+|H|-\rangle .$$

Within one valley the factor is $\eta_+\eta_+^*=1$, so the intravalley coefficients carry no phase. Between valleys,

$$\Delta'=\eta_+^2\Delta,\qquad b'=-\eta_+^2b .$$

The minus sign in $b'$ comes from the same spin and momentum rotation as before. In $b'e^{-i\phi'}$ the valley phase cancels and the minus sign remains, so $\beta_s'=-\beta_s$. The intervalley Rashba element gains the phase without the minus sign, so each eigenstate keeps its $\alpha_s$.

For the model, $k_0=0.8133\times2\pi/a$, which predicts a phase change of $-0.8133\times180°=-146.39°$. Projecting the computed states on bulk Bloch states gives the same angle. The valley splitting is 1.73 meV in both positions, and the lower state changes from $\beta_-=35.86$ to $-35.86$ µeV nm.

**Q.** What would that look like in the energies?

**A.** At $k=0.01$ nm⁻¹, the linear formula for the lower valley state gives

$$2(0.01)|0.550-35.857|=0.706\ \text{µeV}$$

along $[110]$, and $2(0.01)(0.550+35.857)=0.728$ µeV along $[1\bar10]$. The levels computed directly at this wave vector are split by 0.7062 and 0.7281 µeV. After a one-layer shift they are split by 0.7281 and 0.7062 µeV: the directions have exchanged roles. The difference, $4k|\alpha_-|$, is small compared with either splitting because $\beta_-$ is much larger than $\alpha_-$.

For a dot of lateral length 10 nm, a typical wave vector is 0.1 nm⁻¹. The $[110]$ splitting there is 7.13 µeV, 0.9% above the linear value of 7.06 µeV. This is a scale for the coupling, not a zero-field splitting of the dot level: a bound electron has no net $\mathbf k$, and time reversal keeps its spin pair degenerate without a magnetic field. Thermal energy at 0.1 K is 8.6 µeV.

**Q.** Why do you insist on the same field?

**A.** Because the coefficients depend on how hard the electron is pressed against the wall. Let $\zeta$ be the depth below a hard wall and $m$ the longitudinal mass. The real envelope $\chi$ obeys

$$-\frac{\hbar^2}{2m}\chi''+(eF\zeta-E)\chi=0,\qquad \chi(0)=0 .$$

Multiply by $\chi'$ and integrate from the wall to infinity. The first term is a total derivative and gives $+\frac{\hbar^2}{4m}\chi'(0)^2$. Integrating the second by parts leaves $-\frac{eF}{2}\int\chi^2d\zeta=-\frac{eF}{2}$, since the boundary terms vanish and $\chi$ is normalized. Therefore

$$\chi'(0)^2=\frac{2meF}{\hbar^2}.$$

A short-range interface coupling samples the envelope near the wall, where $\chi\approx\chi'(0)\zeta$. To leading order its contribution is proportional to $\chi'(0)^2$, and so to $F$. In the model, fields of 0.1, 0.2 and 0.3 MV/cm give $\alpha=0.429$, 0.863 and 1.302 µeV nm, close to proportional. They give $\beta=1.489$, 2.945 and 4.029 µeV nm. The last value falls below proportionality, which this leading-order argument does not explain. The valley splitting is proportional to $F$ (0.87, 1.73 and 2.60 meV), but the eigenstate value is not: $\beta_-=15.6$, 35.9 and 60.1 µeV nm grows faster than $F$, so the argument does not cover the dominant intervalley part. If the interface moves and the field changes as well, $\alpha$ changes with the field.

**Q.** Could I use a thin quantum well and move just one of its walls?

**A.** Then the rule fails, because the thickness changes and the other wall stays where it was. The field-free slab shows this clearly.

An ideal slab with an even number of layers has an inversion centre. Inversion reverses $\mathbf k$ but not spin, and exchanges valleys that have equal coefficients. Both $\alpha$ and $\beta$ must vanish. With an odd number of layers, the symmetry is inversion combined with a quarter turn. Inversion reverses both coefficients and the quarter turn reverses $\beta$ again, so $\alpha=0$ while $\beta$ may survive. The model gives $|\beta|=0.000$ µeV nm for 32 layers and 2.225 µeV nm for 33. Adding a layer has switched $\beta$ on, not reversed it.

**Q.** And my real MOS dot, with an amorphous oxide?

**A.** The field of 0.2 MV/cm and temperature of 0.1 K are roughly typical. The ideal valley splitting of 1.73 meV is high: MOS dots commonly show a few tenths of a meV to about 1 meV, as a rough range. A real device does not have the ordered, step-free interface I assumed. With an amorphous oxide, the twofold axis and the mirror planes can hold only on average, and the local disorder adds variations that this model does not give. The effect of steps can be estimated. Suppose a fraction $p$ of the electron's probability lies under one layer position and $1-p$ under the next, with the same envelope and steps weak enough to average. Averaging the two flat interfaces, and leaving out the step edges themselves, gives the intravalley coefficient $p\beta-(1-p)\beta=(2p-1)\beta$. For $p=0.7$ it falls from 2.9 to about 1.2 µeV nm, and for $p=0.5$ it averages to zero, while the average of $\alpha$ is unchanged. Step edges, and the distortion of the envelope near them, can change both coefficients, so with closely spaced steps $\beta$ need not vanish exactly and $\alpha$ need not stay the same. The valley coupling averages with its phase. At $p=0.5$ the same estimate multiplies its size by $|1+\eta_+^2|/2=\cos(73.2°)=0.29$, which brings the splitting to roughly 0.5 meV. With silicon's measured $k_0\approx0.85\times2\pi/a$ the factor would be 0.23, or about 0.4 meV. An eigenstate's $\beta_s$ needs a new calculation, because its valley phase has changed. These averages are only a rough guide. In the same model with periodic straight steps at $p=0.5$ and terraces 1.5 or 3.1 nm wide, the splitting is 0.6 to 1.2 meV, the intravalley $\alpha$ is 0.4 to 1.3 µeV nm and the intravalley $|\beta|$ is 0.4 to 0.9 µeV nm, depending on step direction and spacing. The eigenstate values $|\beta_s|$ remain at 32 to 37 µeV nm, so such steps do not remove the Dresselhaus term of the occupied state.

**Q.** Which of your numbers should I trust least?

**A.** The magnitudes of $\alpha$ and $\beta$. Raising the cut bonds by 10 eV instead of 30 eV, at the same field, changes $\alpha$ from 0.863 to 0.449 µeV nm and $\beta$ from 2.945 to 1.969 µeV nm. In that case too, the one-layer shift reverses $\beta$ and preserves $\alpha$. The 30 eV values are not the large-shift limit: 1000 eV gives $\alpha=1.11$ and $\beta=3.48$ µeV nm. Between 10 and 1000 eV, $\beta_-$ stays near 36 µeV nm and the splitting stays between 1.63 and 1.78 meV, while $\alpha_-$ runs from 0.22 to 0.72 µeV nm. The tight-binding parameters matter as well: another standard sp³d⁵s\* set, with $k_0=0.846\times2\pi/a$, gives $\alpha=1.14$, $\beta=4.8$ and $\beta_-=51$ µeV nm and a splitting of 1.48 meV, with the same sign reversal.

The model also omits the image potential. At the mean depth of 1.87 nm it is about 8 meV and pushes the electron away from the oxide. Dividing energy by depth gives an opposing field of about 22% of $F$ there. The image force grows towards the interface, where the envelope's slope sets the coefficients, so they may fall by more than this, perhaps by some tens of per cent. The estimated probability inside the oxide is $2.5\times10^{-4}$, but its smallness does not make its spin-orbit effect negligible, since the coupling arises at the interface. Leakage through 10 nm of oxide is negligible at the estimated oxide field of 0.6 MV/cm, where the tunnelling exponent is about 108.

For an ideal interface, the image potential and the oxide penetration move and turn with it. They change the size of the coefficients, but leave the symmetry argument intact.

## Computed results

```
lattice constant 0.5431 nm, one layer a/4 = 0.1358 nm
bulk gap 1.131 eV, split-off energy 47.2 meV
valley minimum k0 = 0.8133 x 2pi/a = 9.409 1/nm
masses: longitudinal 0.891 m0, transverse 0.201 m0
8-layer slab, max level difference: turned k 6.4e-14 eV
8-layer slab, max level difference: same k 2.8e-01 eV
silicon field 0.2 MV/cm, slab 96 layers = 13.0 nm
dangling hybrid shift in main example 30 eV
interface moved 0 layers: intravalley alpha 0.863 ueV nm
interface moved 0 layers: intravalley beta 2.945 ueV nm
interface moved 1 layers: intravalley alpha 0.863 ueV nm
interface moved 1 layers: intravalley beta -2.945 ueV nm
interface moved 2 layers: intravalley alpha 0.863 ueV nm
interface moved 2 layers: intravalley beta 2.945 ueV nm
moved 0, lower valley state: alpha 0.550, beta 35.857 ueV nm
moved 0, higher valley state: alpha 1.176, beta -29.968 ueV nm
moved 1, lower valley state: alpha 0.550, beta -35.857 ueV nm
moved 1, higher valley state: alpha 1.176, beta 29.968 ueV nm
valley splitting: moved 0 1.7307, moved 1 1.7307 meV
common energy shift per layer -2.7155 meV
spin splittings at k = 0.01 1/nm, lower valley state, ueV:
  moved 0: [110] 0.7062, [1-10] 0.7281
  moved 1: [110] 0.7281, [1-10] 0.7062
  linear formula, moved 0: [110] 0.7061, [1-10] 0.7282
valley phase change: computed -146.39 deg, -k0 a/2 = -146.39 deg
no field, 32 layers: |alpha| 0.000, |beta| 0.000 ueV nm
no field, 33 layers: |alpha| 0.000, |beta| 2.225 ueV nm
F=0.1 MV/cm: alpha 0.429, beta 1.489 ueV nm
F=0.3 MV/cm: alpha 1.302, beta 4.029 ueV nm
F=0.2 MV/cm, hybrid shift 10 eV: alpha 0.449, beta 1.969 ueV nm
dot length 10 nm: [110] splitting 7.127 ueV, linear formula 7.061 ueV
mean depth below last Si layer 1.87 nm
image energy at that depth 8.2 meV
image field / applied field 0.22
rough oxide data: barrier 3.1 eV, mass 0.4 m0, thickness 10 nm
rough permittivities: Si 11.7, oxide 3.9
probability inside oxide 2.5e-04, decay length 1/kappa 0.18 nm
oxide field 0.60 MV/cm, tunnelling exponent 108
thermal energy at 0.1 K: 8.62 ueV
```
